# Nitrogen site blocking and oxygen uptake in a titanium scavenging layer

## The situation

A thin titanium layer in a gate stack can draw oxygen out of the silicon dioxide between the high-permittivity dielectric and the silicon channel. Thinning this interlayer raises the gate capacitance. The titanium may also contain nitrogen, for instance from an adjoining nitride electrode. Both elements dissolve in the octahedral holes of hexagonal close-packed (hcp) titanium, so a hole held by nitrogen is closed to oxygen. How far does this blocking reduce the metal's ability to take up oxygen?

The answer depends on what is held fixed. Blocking raises the chemical potential of oxygen at a given oxygen content, and it lowers the content at a given outside potential. If the oxygen supply is small and the binding strong, however, the final uptake can be almost unaffected.

## Sites and fractions

The hcp cell has lattice lengths $a$ and $c$ and contains two titanium atoms. Its octahedral holes lie on lines parallel to $c$, spaced by $c/2$, and there are two per cell. There is therefore one site per titanium atom. Each site centre has six titanium neighbours at the distance

$$
r=\sqrt{\frac{a^2}{3}+\frac{c^2}{16}} .
$$

The first term is the squared distance in the basal plane. The second is the square of the height difference $c/4$.

Let the metal have $M$ octahedral sites, $B$ of them held by nitrogen and $n$ by oxygen. Define

$$
x=\frac nM,\qquad y=\frac BM .
$$

These are fractions of sites, not atomic fractions. The ideal model assumes that

- a site holds at most one atom, and $M$ is fixed;
- oxygen has the same energy $\varepsilon$ on every free site, whatever its neighbours;
- oxygen can reach every free site;
- nitrogen is immobile, a condition relaxed below.

Here $\varepsilon$ includes the vibrational free energy of a dissolved oxygen atom. The formulas hold in atomic units, with $k_B$ kept explicit. Numbers are given in eV, nm and K.

## Counting the arrangements

With the nitrogen fixed, $M-B$ sites are open to oxygen. The number of ways to place $n$ identical oxygen atoms on them is

$$
W(n)=\frac{(M-B)!}{n!\,(M-B-n)!}.
$$

The configurational free energy is $F=-k_BT\ln W$. Adding one oxygen atom changes the count by the factor

$$
\frac{W(n+1)}{W(n)}
=\frac{n!}{(n+1)!}\,\frac{(M-B-n)!}{(M-B-n-1)!}
=\frac{M-B-n}{n+1}.
$$

The configurational chemical potential is the free-energy change per added oxygen atom at fixed $T$, $M$ and $B$:

$$
F(n+1)-F(n)=-k_BT\ln\frac{M-B-n}{n+1}
=k_BT\ln\frac{n+1}{M-B-n}.
$$

Divide numerator and denominator by $M$ and let $M$ grow at fixed $x$ and $y$. The term $1/M$ in the numerator vanishes, leaving

$$
\boxed{\mu_{\rm conf}=k_BT\ln\frac{x}{1-x-y}},\qquad 0<x<1-y .
$$

The logarithm compares filled sites with sites still free. The full oxygen potential is $\mu_{\rm O}=\varepsilon+\mu_{\rm conf}$.

## Must the nitrogen be immobile?

Suppose that nitrogen can also move among the sites, while its total amount stays fixed. Its $B$ atoms can be placed in $M!/[B!(M-B)!]$ ways, and for each of these the oxygen count is $W(n)$. The total count is

$$
W_{\rm mobile}(n)=\frac{M!}{B!\,(M-B)!}\,W(n).
$$

The new factor does not depend on $n$, so it cancels from $W_{\rm mobile}(n+1)/W_{\rm mobile}(n)$. The oxygen potential is the same as before. In this ideal model, immobility is sufficient for the boxed result but not necessary; what matters is that the nitrogen content is fixed.

Frozen nitrogen may also be unevenly spread. Let region $i$ have nitrogen fraction $y_i$, and let $\bar y$ be the mean over all sites. Since all free sites have the same energy, each site not held by nitrogen contains oxygen with the same probability

$$
\theta=\frac{x}{1-\bar y}.
$$

The local oxygen fraction is therefore $x_i=(1-y_i)\theta$. In every region,

$$
\frac{x_i}{1-x_i-y_i}
=\frac{(1-y_i)\theta}{(1-y_i)(1-\theta)}
=\frac{\theta}{1-\theta}
=\frac{x}{1-x-\bar y}.
$$

The potential is uniform, as equilibrium requires, and depends on the mean nitrogen fraction. For $x=0.156$ and two equal regions with $y_i=0.40$ and $0$, the local oxygen fractions are 0.117 and 0.195.

## The penalty at equal oxygen content

Compare metal with and without nitrogen at the same $x$, $T$ and $\varepsilon$. The rise in oxygen potential is

$$
P=k_BT\ln\frac{x}{1-x-y}-k_BT\ln\frac{x}{1-x}
=k_BT\ln\frac{1-x}{1-x-y}.
$$

It is positive for $y>0$, because the numerator exceeds the denominator. Its slope with oxygen content is

$$
\frac{\partial P}{\partial x}
=k_BT\left(\frac1{1-x-y}-\frac1{1-x}\right)
=\frac{k_BT\,y}{(1-x)(1-x-y)}>0 ,
$$

so the penalty grows as the metal fills. Two limits show its range:

- As $x\to0$, $P\to-k_BT\ln(1-y)$. The penalty stays finite because even the first oxygen atom has fewer sites to choose from.
- As $x\to1-y$, $P\to\infty$, because the last free sites are being used up.

The penalty can also be read as a gas pressure. Equilibrium with ideal $\mathrm{O_2}$ gas requires $\mu_{\rm O}=\tfrac12\mu_{\rm O_2}$, and $\mu_{\rm O_2}$ contains $k_BT\ln p$. A rise $P$ in $\mu_{\rm O}$ thus requires $\tfrac12k_BT\ln(p_y/p_0)=P$, or

$$
\frac{p_y}{p_0}=e^{2P/k_BT}=\left(\frac{1-x}{1-x-y}\right)^2 .
$$

## Uptake from a source at fixed potential

While silicon dioxide and silicon are both present and in equilibrium, the balance $\mathrm{SiO_2}\rightleftharpoons\mathrm{Si}+2\,\mathrm{O}$ fixes the source potential at

$$
\mu_{\rm source}=\tfrac12\left(\mu_{\rm SiO_2}-\mu_{\rm Si}\right).
$$

Define $\Delta=\varepsilon-\mu_{\rm source}$. This is the free energy of moving one oxygen atom from the oxide to a free titanium site, without the configurational part. A negative $\Delta$ favours uptake. Equilibrium means $\Delta+\mu_{\rm conf}=0$, so

$$
\frac{x}{1-y-x}=e^{-\Delta/k_BT}.
$$

Multiply by $1-y-x$ and collect the terms in $x$:

$$
x\left(1+e^{-\Delta/k_BT}\right)=(1-y)e^{-\Delta/k_BT}
\quad\Longrightarrow\quad
x_{\rm eq}=\frac{1-y}{1+e^{\Delta/k_BT}} .
$$

At fixed $T$ and $\Delta$, nitrogen reduces the equilibrium uptake by the factor $1-y$. With $k_BT=0.0623$ eV and a deliberately weak binding $\Delta=-0.05$ eV, $x_{\rm eq}$ falls from 0.69 to 0.55 when $y=0.20$.

## Uptake from a limited supply

Now let the source contain $n_s$ oxygen atoms. Apart from a constant, the free energy after $n$ atoms have moved is

$$
G(n)=n\Delta-k_BT\ln W(n),\qquad 0\le n\le n_s .
$$

For a large system, $dG/dn=\Delta+\mu_{\rm conf}$. This slope increases with $n$, because

$$
\frac{\partial\mu_{\rm conf}}{\partial x}
=k_BT\left(\frac1x+\frac1{1-x-y}\right)>0 .
$$

Hence $G$ has a single minimum, at $n=Mx_{\rm eq}$ if the supply allows it. If $n_s<Mx_{\rm eq}$, the slope is still negative when the supply runs out, and the lowest allowed free energy is at $n=n_s$. Nitrogen then reduces the driving force but not the final equilibrium uptake. It limits the uptake once $n_s$ exceeds $Mx_{\rm eq}$.

## Worked example

Take 3.0 nm of titanium that removes the oxygen of a 0.6 nm silicon dioxide interlayer at 723 K, with $y=0.20$. Rough lattice lengths $a=0.295$ nm and $c=0.468$ nm give $r=0.207$ nm and the site density

$$
\frac{2}{(\sqrt3/2)a^2c}=56.7\ {\rm nm^{-3}} .
$$

A rough oxide density of 2.2 g/cm³ and a molar mass of 60.08 g/mol, with two oxygen atoms per formula unit, give 44.1 oxygen atoms per nm³. Therefore

$$
x=\frac{44.1\times0.6}{56.7\times3.0}=\frac{26.5}{170.1}=0.156 .
$$

The free fraction is $1-x-y=0.644$, and the penalty is

$$
P=0.0623\ln\frac{0.844}{0.644}=0.017\ {\rm eV}
\quad(6.2\times10^{-4}\ {\rm hartree}).
$$

The dilute limit is 0.014 eV. At $x=0.40$, 0.70 and 0.79 the ideal formula gives 0.025, 0.068 and 0.19 eV, which shows the rise towards the limit $x=0.80$. At the example's composition the equilibrium oxygen pressure rises by a factor of 1.7.

For the binding take the rough value $\Delta=-1$ eV. The driving free energy $\Delta+\mu_{\rm conf}$ at the final composition is $-1.105$ eV without nitrogen and $-1.089$ eV with it; the third decimal is kept to show the difference. Both values are strongly negative, so in equilibrium the whole 0.6 nm is consumed in either case.

Blocking matters more for capacity. With this $\Delta$, $e^{\Delta/k_BT}$ is about $10^{-7}$, so in the ideal model nearly every free site fills. Real hcp titanium holds only about one oxygen atom per two metal atoms before an oxide forms, so the ideal capacities are too high. The half-site model below is closer in number, although it does not describe oxide formation. The ideal capacity, as a thickness of silicon dioxide, is $170.1/44.1=3.9$ nm without nitrogen and $0.80\times3.86=3.1$ nm with it.

## Ordering on half the sites

Oxygen atoms on adjacent sites along $c$ are close together, and ordered arrangements can leave alternate site planes empty. As a simple model of complete ordering, let oxygen and nitrogen share one half of the planes, with the other half empty. Replacing the $M-B$ open sites by $M/2-B$ in the count gives

$$
\mu_{\rm conf}=k_BT\ln\frac{x}{\frac12-x-y},\qquad
P_{1/2}=k_BT\ln\frac{\frac12-x}{\frac12-x-y}.
$$

The comparison is now with nitrogen-free metal that has the same ordering. In the example,

$$
P_{1/2}=0.0623\ln\frac{0.344}{0.144}=0.054\ {\rm eV},
$$

about three times the ideal penalty. The capacity falls from 1.9 to 1.2 nm of silicon dioxide, a loss of 40 percent instead of 20 percent, because the same nitrogen takes a larger share of the usable sites. These figures depend on placing all the nitrogen on the oxygen planes. If it is spread evenly over both sets of planes, $y$ is replaced by $y/2$ in the formulas: the penalty is 0.021 eV and the capacity 1.54 nm, a loss of 20 percent.

## Repulsion between neighbours

**Oxygen and nitrogen.** Let each nitrogen atom on one of the two adjacent sites along $c$ raise the oxygen energy by $w$. For random frozen nitrogen, the number $k$ of such neighbours is binomially distributed. Without oxygen–oxygen interactions each free site fills independently. With $\mu=\mu_{\rm O}-\varepsilon$,

$$
x=(1-y)\sum_{k=0}^{2}\binom2k
\frac{y^k(1-y)^{2-k}}{1+e^{(kw-\mu)/k_BT}} .
$$

For small $w$ the mean energy rise is $w\langle k\rangle=2wy$, and $\mu$ rises by this amount at fixed $x$. For larger $w$ the equation is solved numerically for $\mu$. The total nitrogen penalty, blocking included, is 0.043 eV for the round value $w=0.1$ eV and 0.054 eV for $w=0.5$ eV.

At this oxygen content the penalty depends only weakly on $w$ once $w$ is large, for a simple reason. Sites with a nitrogen neighbour then stay empty, and the $k=0$ term alone gives

$$
P_{w\to\infty}=k_BT\ln\frac{1-x}{(1-y)^3-x}
=0.0623\ln\frac{0.844}{0.356}=0.054\ {\rm eV}.
$$

The cube is the probability that a site and both its neighbours are free of nitrogen. The limit is finite only for $x<(1-y)^3=0.512$. At higher oxygen content some oxygen must sit beside nitrogen, and the penalty keeps growing with $w$.

**Oxygen and oxygen.** In nitrogen-free titanium, let adjacent oxygen atoms along $c$ repel with energy $w$. Put $z=e^{\mu/k_BT}$ and $b=e^{-w/k_BT}$. Sharing each site's factor $z$ equally between its two bonds gives the transfer matrix

$$
\begin{pmatrix}1&\sqrt z\\ \sqrt z&zb\end{pmatrix}.
$$

A long chain of $L$ sites has partition function $\Lambda^L$, where $\Lambda$ is the larger root of

$$
\Lambda^2-(1+zb)\Lambda+z(b-1)=0 ,
$$

and the oxygen fraction is $x=\partial\ln\Lambda/\partial\ln z$. Solving for $\mu$ at $x=0.156$ gives a rise of 0.019 eV for $w=0.1$ eV and 0.025 eV for $w=0.5$ eV. These shifts are present without nitrogen. They cannot simply be added to the nitrogen penalty, since the two repulsions act on the same sites.

## Can the atoms move?

The diffusion length is $\sqrt{Dt}$ with $D=D_0e^{-E/k_BT}$. Rough parameters for titanium are $D_0=5\times10^{-5}$ m²/s and $E=2.1$ eV for oxygen, and $10^{-6}$ m²/s and 2.0 eV for nitrogen. In 30 min at 723 K they give about 14 nm for oxygen and 4.5 nm for nitrogen.

Both lengths exceed the 3 nm layer, so these parameters do not support calling the nitrogen immobile during the anneal. The margin for nitrogen is thin: a barrier of 2.05 eV gives 3.0 nm and 2.1 eV gives 2.0 nm, so rough parameters do not settle the question. The ideal oxygen potential survives if the nitrogen stays in the layer; if nitrogen leaves, $y$ must be changed. The oxygen–nitrogen repulsion figures above were computed for frozen, random nitrogen and change somewhat if the nitrogen rearranges: with mobile nitrogen the same chain model gives 0.041 eV for $w=0.1$ eV and 0.049 eV for $w=0.5$ eV. At 358 K, a plausible operating temperature, the same oxygen parameters give $2\times10^{-4}$ nm in ten years. This is far below a lattice spacing, so the model predicts no appreciable redistribution within the titanium during use.

## Beside a real gate stack

Titanium layers of a few nanometres, interlayers below a nanometre and anneals near 700 K are a reasonable setting for scavenging. The assumed nitrogen content is substantial: $0.20/(1+0.20+0.156)$ is about 15 atomic percent, probably above the equilibrium solubility in hcp titanium at 723 K, so such a single phase may be only metastable against nitride formation. At $y=0.05$ the ideal penalty is only 0.004 eV. The assumption of independent, equivalent sites is also uncertain. In the cases above, ordering or oxygen–nitrogen repulsion moves the penalty from 0.017 eV to between 0.021 and 0.054 eV, still small beside the assumed 1 eV binding. An error of 0.1 eV in $\Delta$ would exceed each of these penalties at the example's composition. These cases are not upper bounds: oxygen–nitrogen and oxygen–oxygen repulsion acting together can give a larger nitrogen penalty, 0.077 eV for frozen nitrogen with $w=0.5$ eV for both. The model also leaves out nitride and oxide precipitation, strain, any change of $\varepsilon$ with composition, oxygen from the other layers, and transport through the dielectric and across interfaces. Precipitation would invalidate the single-phase count, and slow transport could stop the uptake well before equilibrium.

If these omissions are minor and binding is strong, the design question is whether the oxygen to be removed fits into the free sites. For 0.6 nm of oxide it does, even with half the site planes closed. For 1.5 nm it would fit in the half-site model without nitrogen. With $y=0.20$ the answer depends on where the nitrogen sits: it does not fit if all the nitrogen shares the oxygen planes (capacity 1.2 nm), and only just fits if the nitrogen is spread over both sets of planes (1.54 nm).
